**Subradiant rates of an atomic chain: prefactor, exponent and conditioning**

For $N$ two-level atoms with dipoles along the chain and spacing $d<\lambda/2$, the slowest rates follow $\Gamma_m\simeq Cm^2/L^3$, with $L=N+1+2\operatorname{Re}\beta$ and $C=8\pi^2A\operatorname{Im}\beta$. Here $A$ is half the band curvature at phase $\pi$ per site, $\beta$ is the complex end shift, and rates are in units of the single-atom rate. The program asserts agreement between this law and direct diagonalization at four spacings, along with the band formulas, the $m^2$ ratios and the far-field energy balance. It also asserts the eigenvalue condition number's scaling and the two worst-case perturbation bounds, and compares one small rate with 40-digit arithmetic. At $d=0.3\lambda$ and $N=400$ the smallest rate is $4.554\times10^{-8}$, within $2.3\times10^{-5}$ of the asymptotic formula in relative terms. The fitted exponent between 200 and 400 atoms is 2.993 against $N$ and 3.000 against $L$. At $d=0.6\lambda$ the smallest rate stays above a positive lower bound, so the law does not apply there.

## Numerical check

```python
# Result under test: for a chain of N two-level atoms with dipoles along the
# chain and spacing d < wavelength/2, the smallest collective decay rates obey
#     Gamma_m = C m^2 / L^3,  L = N + 1 + 2 Re(beta),  C = 8 pi^2 A Im(beta).
# A: half the band curvature at k = pi; beta: complex end shift of the chain;
# x = 2 pi d / wavelength; k: phase per site. Energies and rates are in units
# of the single-atom rate Gamma0. Eigenvalues are E - i Gamma/2.
# K = |v|^2/|v^T v| is the condition number of an eigenvalue with vector v.
import numpy as np
import mpmath as mp
import sympy as sp
from scipy.linalg import toeplitz

PI = np.pi


def hamiltonian(n_atoms, x):
    y = x * np.arange(1, n_atoms)
    column = np.empty(n_atoms, dtype=complex)
    column[0] = -0.5j
    column[1:] = -1.5 * np.exp(1j * y) * (1 / y**3 - 1j / y**2)
    return toeplitz(column, column)


def band(k, x):
    total = mp.mpc(0)
    for angle in (x + k, x - k):
        z = mp.expj(angle)
        total += mp.polylog(3, z) / x**3 - 1j * mp.polylog(2, z) / x**2
    return complex(-0.5j - 1.5 * total)


def curvature(k, x):
    gap = np.cos(x) - np.cos(k)
    return -1.5 / x**3 * (np.log(2 * gap) + x * np.sin(x) / gap)


def edge_data(x):
    """Half curvature A, band top, and complex end shift beta."""
    half_curv = -1.5 / x**3 * (np.log(2 * np.cos(x / 2))
                               + x / 2 * np.tan(x / 2))
    top = band(PI, x).real
    t, w = np.polynomial.legendre.leggauss(40)
    t, w = (t + 1) / 2, w / 2
    k = np.concatenate([x * (1 - t**2), x + (PI - x) * t**2])
    weight = np.concatenate([2 * x * t * w, 2 * (PI - x) * t * w])
    f = np.array([band(q, x) for q in k])
    zero = 4 * np.cos(k / 2)**2
    integrand = np.log((top - f) / (abs(half_curv) * zero)) / zero
    return half_curv, top, -np.sum(weight * integrand) / PI


def predicted_rate(n_atoms, half_curv, beta):
    return -2 * (half_curv * PI**2 / (n_atoms + 1 + 2 * beta)**2).imag


def far_field_rate(v, x):
    n = len(v)
    u, w = np.polynomial.legendre.leggauss(2 * n + 100)
    amplitude = np.exp(-1j * x * np.outer(u, np.arange(1, n + 1))) @ v
    power = 0.75 * np.sum(w * (1 - u**2) * abs(amplitude)**2)
    return power / np.vdot(v, v).real


# Coupling from the dipole Green function on the axis
ys = sp.symbols('y', positive=True)
wave = sp.exp(sp.I * ys) / ys
from_green = -sp.Rational(3, 4) * (wave + sp.diff(wave, ys, 2))
closed = -sp.Rational(3, 2) * sp.exp(sp.I * ys) * (1 / ys**3 - sp.I / ys**2)
assert sp.simplify((from_green - closed) * sp.exp(-sp.I * ys)) == 0
imag_part = -sp.Rational(3, 2) * (sp.sin(ys) / ys**3 - sp.cos(ys) / ys**2)
assert sp.limit(imag_part, ys, 0) == -sp.Rational(1, 2)

# Monotonicity of the curvature bracket in x
xs, ks = sp.symbols('x k', real=True)
D = sp.cos(xs) - sp.cos(ks)
slope = sp.diff(sp.log(2 * D) + xs * sp.sin(xs) / D, xs)
claim = xs * (1 - sp.cos(xs) * sp.cos(ks)) / D**2
assert sp.simplify(slope - claim) == 0

spacing = 0.3
x = 2 * PI * spacing
A, top, beta = edge_data(x)
C = 8 * PI**2 * A * beta.imag

# Band: explicit lattice sum, loss inside the light cone, curvature, maximum
sites = np.arange(1, 200001)
for k in (0.5 * x, 2.5):
    y = x * sites
    explicit = -0.5j - 3 * np.sum(np.cos(k * sites) * np.exp(1j * y)
                                  * (1 / y**3 - 1j / y**2))
    assert abs(explicit - band(k, x)) < 1e-8
assert abs(band(0.5 * x, x).imag + 3 * PI / (4 * x) * 0.75) < 1e-10
assert abs(band(2.5, x).imag) < 1e-10
h = 2e-3
for k, value in ((2.5, curvature(2.5, x)), (PI, 2 * A)):
    numeric = (band(k + h, x) - 2 * band(k, x) + band(k - h, x)).real / h**2
    assert abs(numeric - value) < 1e-4
for s in (0.05, 0.1, 0.2, 0.3, 0.4, 0.48):
    xv = 2 * PI * s
    grid = np.linspace(xv, PI, 12)[1:]
    assert np.all(np.diff([band(q, xv).real for q in grid]) > 0)

print("Spacing d =", spacing, "wavelengths; x = %.6f rad" % x)
print("Band top f(pi) = %.6f Gamma0" % top)
print("Half curvature A = %.6f Gamma0" % A)
print("End shift beta = %.6f %+.6f i (sites)" % (beta.real, beta.imag))
print("Predicted prefactor C = %.6f Gamma0" % C)

# Diagonalization for growing chains
sizes = (50, 100, 200, 400)
rate, cond, length, shift, error, saved = {}, {}, {}, {}, {}, {}
print("N, smallest rate/Gamma0, asymptotic rate/Gamma0, rel. error, K-1")
for n in sizes:
    H = hamiltonian(n, x)
    values, vectors = np.linalg.eig(H)
    order = np.argsort(-2 * values.imag)
    best = order[0]
    assert best == np.argmax(values.real)
    v = vectors[:, best] / np.linalg.norm(vectors[:, best])
    rate[n] = -2 * values[best].imag
    cond[n] = 1 / abs(v @ v)
    length[n] = n + 1 + 2 * beta.real
    shift[n] = (PI * np.sqrt(A / (values[best] - top)) - n - 1) / 2
    theory = predicted_rate(n, A, beta)
    error[n] = rate[n] / theory - 1
    saved[n] = (H, values, vectors, order, v)
    print("%d  %.6e  %.6e  %.2e  %.4e"
          % (n, rate[n], theory, error[n], cond[n] - 1))
assert abs(error[50]) < 0.05 and abs(error[400]) < 1e-3
extrapolated = 2 * shift[400] - shift[200]
assert abs(extrapolated - beta) < 5e-3
print("beta extrapolated from eigenvalues = %.5f %+.5f i (sites)"
      % (extrapolated.real, extrapolated.imag))

log_ratio = np.log(rate[200] / rate[400])
raw_exponent = log_ratio / np.log(2)
exponent = log_ratio / np.log(length[400] / length[200])
assert abs(raw_exponent - 3) < 0.1 and abs(exponent - 3) < 0.01
print("Exponent, N=200 to 400: against N %.5f, against L %.5f"
      % (raw_exponent, exponent))

H, values, vectors, order, v = saved[400]
lowest = -2 * values[order[:3]].imag
assert np.allclose(lowest / lowest[0], [1, 4, 9], rtol=0.01)
print("Rate ratios m=2,3 to m=1 at N=400: %.5f, %.5f"
      % tuple(lowest[1:] / lowest[0]))

# Far-field energy balance and the plain sine ansatz
far = far_field_rate(saved[100][4], x)
assert abs(far / rate[100] - 1) < 1e-6
print("Far-field rate at N=100 = %.6e Gamma0" % far)
sine_rate = {}
for n in (200, 400):
    j = np.arange(1, n + 1)
    sine = (-1.0)**j * np.sin(PI * j / (n + 1))
    sine_rate[n] = far_field_rate(sine, x)
sine_exponent = np.log2(sine_rate[200] / sine_rate[400])
sine_ratio = sine_rate[400] / rate[400]
assert abs(sine_exponent - 3) < 0.05 and sine_ratio > 1.05
print("Sine ansatz: exponent %.4f, rate/true rate at N=400 %.4f"
      % (sine_exponent, sine_ratio))

# Condition number, gap and global non-normality
K_coeff = 2 * (PI**2 / 3 + 1) * beta.imag**2
scaled = {n: (cond[n] - 1) * length[n]**2 for n in (200, 400)}
K_limit = ((length[400] * scaled[400] - length[200] * scaled[200])
           / (length[400] - length[200]))
assert abs(K_limit / K_coeff - 1) < 0.02
print("(K-1)L^2: N=400 %.5f, extrapolated %.5f, predicted %.5f"
      % (scaled[400], K_limit, K_coeff))
gap = np.min(abs(np.delete(values, order[0]) - values[order[0]]))
gap_theory = 3 * PI**2 * abs(A) / length[400]**2
assert abs(gap / gap_theory - 1) < 0.01
print("Nearest-level gap at N=400: %.5e, predicted %.5e Gamma0"
      % (gap, gap_theory))
all_K = 1 / abs(np.sum(vectors**2, axis=0))
print("Largest K of any mode at N=400 = %.4f" % all_K.max())
print("Condition number of eigenvector matrix, N=400 = %.4f"
      % np.linalg.cond(vectors))

# Worst-case perturbations, measured by rediagonalization
H, values, vectors, order, v = saved[100]
v = v * np.exp(-0.5j * np.angle(v @ v))
a, b = v.real, v.imag
general = -1j * np.outer(v.conj(), v.conj())
real_sym = np.outer(a, b) + np.outer(b, a)
real_sym /= np.linalg.norm(a) * np.linalg.norm(b)
strength = 1e-7
response = []
for change in (general, real_sym):
    assert abs(np.linalg.norm(change, 2) - 1) < 1e-8
    moved = []
    for sign in (1, -1):
        ev = np.linalg.eigvals(H + sign * strength * change)
        near = np.argmin(abs(ev - values[order[0]]))
        moved.append(-2 * ev[near].imag)
    response.append(abs(moved[0] - moved[1]) / (2 * strength))
bounds = (2 * cond[100], 2 * np.sqrt(cond[100]**2 - 1))
assert np.allclose(response, bounds, rtol=1e-3)
print("Worst |dGamma|/||dH||, N=100, general: %.6f, bound %.6f"
      % (response[0], bounds[0]))
print("Worst |dGamma|/||dH||, N=100, real symmetric: %.6f, bound %.6f"
      % (response[1], bounds[1]))

# Extended-precision inverse iteration checks the small rate
n = 60
H = hamiltonian(n, x)
values, vectors = np.linalg.eig(H)
best = np.argmax(values.imag)
v = vectors[:, best]
double_rate = -2 * values[best].imag
K60 = np.vdot(v, v).real / abs(v @ v)
with mp.workdps(40):
    xm = 2 * mp.pi * mp.mpf(3) / 10
    column = [mp.mpc(0, -0.5)]
    for j in range(1, n):
        y = xm * j
        column.append(-1.5 * mp.expj(y) * (1 / y**3 - 1j / y**2))
    Hm = mp.matrix(n, n)
    for i in range(n):
        for j in range(n):
            Hm[i, j] = column[abs(i - j)]
    guess = mp.matrix([mp.mpc(complex(c)) for c in v])
    trial = mp.mpc(complex(values[best]))
    vm = mp.lu_solve(Hm - trial * mp.eye(n), guess)
    vm = vm / mp.norm(vm)
    Hv = Hm * vm
    refined = (sum(vm[i] * Hv[i] for i in range(n))
               / sum(vm[i]**2 for i in range(n)))
    residual = float(mp.norm(Hv - refined * vm))
    exact_rate = -2 * refined.imag
    rounding = float(abs(exact_rate - mp.mpf(float(double_rate))))
eps = np.finfo(float).eps
bound = 2 * K60 * n * eps * np.linalg.norm(H, 2)
assert residual < 1e-20 and rounding < bound
print("N=60 rate, 40-digit arithmetic = %.12e Gamma0" % float(exact_rate))
print("N=60 double-precision error %.2e, bound %.2e Gamma0"
      % (rounding, bound))
norm_H = np.linalg.norm(saved[400][0], 2)
n_limit = (C / (2 * eps * norm_H))**(1 / 3)
print("Spectral norm of H at N=400 = %.5f Gamma0" % norm_H)
print("Relative amplification 2K||H||/Gamma at N=400 = %.4e"
      % (2 * cond[400] * norm_H / rate[400]))
print("Rounding limit: rate = 2 eps ||H|| near N = %.2e" % n_limit)

# Other spacings below half a wavelength
print("d/wavelength, Im beta, C/Gamma0, measured Gamma L^3/Gamma0 at N=400")
for s in (0.1, 0.2, 0.4):
    xv = 2 * PI * s
    Av, top_v, beta_v = edge_data(xv)
    smallest = np.min(-2 * np.linalg.eigvals(hamiltonian(400, xv)).imag)
    assert abs(smallest / predicted_rate(400, Av, beta_v) - 1) < 5e-3
    Lv = 401 + 2 * beta_v.real
    print("%.1f  %.6f  %.6f  %.6f"
          % (s, beta_v.imag, 8 * PI**2 * Av * beta_v.imag, smallest * Lv**3))

# Above half a wavelength every Bloch wave radiates
xv = 2 * PI * 0.6
k = np.linspace(-PI, PI, 20001)
loss = np.zeros_like(k)
for order_m in (-1, 0, 1):
    loss += np.maximum(0, 1 - ((k + 2 * PI * order_m) / xv)**2)
floor = np.min(1.5 * PI / xv * loss)
smallest = [np.min(-2 * np.linalg.eigvals(hamiltonian(n, xv)).imag)
            for n in (100, 200)]
assert floor > 0.1 and min(smallest) > floor * (1 - 1e-3)
print("d=0.6 wavelengths: smallest rate N=100 %.5f, N=200 %.5f Gamma0"
      % tuple(smallest))
print("d=0.6 wavelengths: lower bound from band loss = %.5f Gamma0" % floor)
print("success")
```

Running it gives:

```
Spacing d = 0.3 wavelengths; x = 1.884956 rad
Band top f(pi) = 0.757285 Gamma0
Half curvature A = -0.326762 Gamma0
End shift beta = -0.160797 -0.113542 i (sites)
Predicted prefactor C = 2.929403 Gamma0
N, smallest rate/Gamma0, asymptotic rate/Gamma0, rel. error, K-1
50  2.253609e-05  2.250572e-05  1.35e-03  4.6760e-05
100  2.871546e-06  2.870554e-06  3.45e-04  1.1388e-05
200  3.625053e-07  3.624734e-07  8.80e-05  2.8070e-06
400  4.554082e-08  4.553980e-08  2.24e-05  6.9659e-07
beta extrapolated from eigenvalues = -0.16080 -0.11354 i (sites)
Exponent, N=200 to 400: against N 2.99277, against L 3.00009
Rate ratios m=2,3 to m=1 at N=400: 4.00047, 9.00234
Far-field rate at N=100 = 2.871546e-06 Gamma0
Sine ansatz: exponent 2.9893, rate/true rate at N=400 1.3733
(K-1)L^2: N=400 0.11183, extrapolated 0.11062, predicted 0.11061
Nearest-level gap at N=400: 6.02657e-05, predicted 6.02645e-05 Gamma0
Largest K of any mode at N=400 = 1.2383
Condition number of eigenvector matrix, N=400 = 2.4319
Worst |dGamma|/||dH||, N=100, general: 2.000023, bound 2.000023
Worst |dGamma|/||dH||, N=100, real symmetric: 0.009545, bound 0.009545
N=60 rate, 40-digit arithmetic = 1.312423094306e-05 Gamma0
N=60 double-precision error 5.81e-16, bound 3.58e-14 Gamma0
Spectral norm of H at N=400 = 1.34332 Gamma0
Relative amplification 2K||H||/Gamma at N=400 = 5.8994e+07
Rounding limit: rate = 2 eps ||H|| near N = 1.70e+05
d/wavelength, Im beta, C/Gamma0, measured Gamma L^3/Gamma0 at N=400
0.1  -0.004450  1.582956  1.583030
0.2  -0.032624  1.825824  1.825851
0.4  -0.362813  9.165832  9.166587
d=0.6 wavelengths: smallest rate N=100 0.70674, N=200 0.70196 Gamma0
d=0.6 wavelengths: lower bound from band loss = 0.69444 Gamma0
success
```
